# From the Sauerbrey Relation to the Tangent Law for Thick Deposits: verification in Python

```python
"""Quartz crystal with a thick elastic film: test of the tangent (Z-match) law.

Result under test, for the fundamental thickness-shear mode:
    M = arctan(Z tan(pi d)) / (pi Z (1 - d)),   d = (f_q - f) / f_q
M = film areal mass / quartz areal mass ("load"),
Z = quartz shear impedance / film shear impedance,
f_q = bare frequency, f = loaded frequency, r = f / f_q = 1 - d.
The independent side is a finite-element eigenproblem of the layered plate.
Finite-element units: quartz thickness = density = shear modulus = 1.
A layer is a tuple (load, Z, density relative to quartz).
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq

# ---------- finite elements on the layered plate ----------
DEG = 8
nodes = -np.cos(np.pi * np.arange(DEG + 1) / DEG)
coef = np.linalg.inv(leg.legvander(nodes, DEG))
xg, wg = leg.leggauss(DEG + 1)
shape = leg.legvander(xg, DEG) @ coef
slope = leg.legvander(xg, DEG - 1) @ leg.legder(coef)
mass_ref = (shape.T * wg) @ shape
stiff_ref = (slope.T * wg) @ slope
QUARTZ = (1.0, 1.0, 1.0)
PARTS = 2  # elements per layer


def plate_mode(layers, coupling=0.0, point_mass=0.0):
    """Return r = f/f_q and 2*kinetic norm/(r*surface amplitude^2)."""
    size = PARTS * DEG * len(layers) + 1
    mass = np.zeros((size, size))
    stiff = np.zeros((size, size))
    start = 0
    for load, z_ratio, density in layers:
        length = load / density / PARTS
        modulus = 1.0 / (z_ratio**2 * density)
        for _ in range(PARTS):
            s = slice(start, start + DEG + 1)
            mass[s, s] += density * length / 2 * mass_ref
            stiff[s, s] += modulus * 2 / length * stiff_ref
            start += DEG
    mass[-1, -1] += point_mass
    if coupling:
        # shorted electrodes lower the energy by k^2 (u_right - u_left)^2 / 2
        left = PARTS * DEG * layers.index(QUARTZ)
        jump = np.zeros(size)
        jump[left], jump[left + PARTS * DEG] = -1.0, 1.0
        stiff -= coupling * np.outer(jump, jump)
    # largest eigenvalue is rigid translation, the next is the fundamental
    vals, vecs = eigh(mass, stiff + mass)
    r = np.sqrt(1 / vals[-2] - 1) / np.pi
    u = vecs[:, -2]
    return r, 2 * (u @ mass @ u) / (r * u[-1]**2)


# ---------- derived formulas ----------
def load_from_shift(d, z):
    phase = np.arctan2(z * np.sin(np.pi * d), np.cos(np.pi * d))
    return phase / (np.pi * z * (1 - d))


def load_slope(d, z):
    s, c = np.sin(np.pi * d), np.cos(np.pi * d)
    return (load_from_shift(d, z) + 1 / (c*c + z*z*s*s)) / (1 - d)


# ---------- tests of the law ----------
assert abs(plate_mode([QUARTZ])[0] - 1) < 1e-10
worst = 0.0
for z in (0.35, 0.7, 1.0, 2.0):
    for load in (0.03, 0.12, 0.4, 1.5 / z):
        for density in (0.8, 3.0):
            r, _ = plate_mode([QUARTZ, (load, z, density)])
            worst = max(worst, abs(load_from_shift(1 - r, z) / load - 1))
    r_half, _ = plate_mode([QUARTZ, (1 / z, z, 1.5)])
    assert abs(r_half - 0.5) < 1e-8
assert worst < 1e-7

# cubic coefficient of d(M), extrapolated to zero load
for z in (0.35, 1.0, 2.0):
    found = []
    for load in (0.008, 0.004):
        d = 1 - plate_mode([QUARTZ, (load, z, 1.0)])[0]
        found.append((d - load + load**2) / load**3)
    cubic = 2 * found[1] - found[0]
    assert abs(cubic - (1 - np.pi**2 * (1 - z*z) / 3)) < 0.05

# equal impedances: load is linear in the period; otherwise it is not
r_equal, _ = plate_mode([QUARTZ, (0.2, 1.0, 2.0)])
r_stiff, _ = plate_mode([QUARTZ, (0.2, 0.35, 2.0)])
assert abs(1 / r_equal - 1 - 0.2) < 1e-8
assert abs(1 / r_stiff - 1 - 0.2) > 1e-3

# infinitely stiff film = point mass on the face
d_point = 1 - plate_mode([QUARTZ], point_mass=0.2)[0]
assert abs(np.tan(np.pi*d_point) - np.pi*(1-d_point)*0.2) < 1e-8

# the linear law reads low for a stiff film, high for a very soft one
assert 1 - plate_mode([QUARTZ, (0.09, 0.35, 3.0)])[0] < 0.09
assert 1 - plate_mode([QUARTZ, (0.09, 3.0, 0.8)])[0] > 0.09

# ---------- worked example: iron on a 6 MHz crystal (SI inside) ----------
rho_q, mu_q = 2648.0, 2.947e10      # AT-cut quartz, rough
rho_f, mu_f = 7870.0, 8.2e10        # polycrystalline iron, rough
f_q, f_now = 6.0e6, 5.4e6
cycle_mass = 5.0e-7                 # kg/m^2 added by one cycle
z_q, z_f = np.sqrt(rho_q * mu_q), np.sqrt(rho_f * mu_f)
Z = z_q / z_f
h_q = np.sqrt(mu_q / rho_q) / (2 * f_q)
areal_q = rho_q * h_q
d = 1 - f_now / f_q
M = load_from_shift(d, Z)
film = (M, Z, rho_f / rho_q)
r_back, energy_slope = plate_mode([QUARTZ, film])
assert abs(r_back * f_q - f_now) < 0.01
S = load_slope(d, Z)
assert abs(energy_slope / S - 1) < 1e-6

# a thin top layer of either stiffness gives the same step (to first order)
thin = 1e-4
for z_top, density_top in ((0.35, 3.0), (3.0, 0.8)):
    r_top, _ = plate_mode([QUARTZ, film, (thin, z_top, density_top)])
    assert abs((r_back - r_top) / thin * S - 1) < 1e-3

# the relative error per added layer is twice the cumulative one at small d
d_small = 1 - plate_mode([QUARTZ, (0.005, Z, 3.0)])[0]
slope_small = plate_mode([QUARTZ, (0.005, Z, 3.0)])[1]
assert abs((1 - 1/slope_small) / (1 - d_small/0.005) - 2) < 0.05

h_f = M * areal_q / rho_f
step_fresh = f_q * cycle_mass / areal_q
step_now = step_fresh / S

# ---------- neglected effects ----------
# texture: rough extreme shear moduli of an iron crystal
texture = [load_from_shift(d, z_q / np.sqrt(rho_f * g)) / M - 1
           for g in (4.8e10, 1.16e11)]

# piezoelectric coupling with shorted electrodes, k^2 rough
k2 = 0.0077
r0_p, _ = plate_mode([QUARTZ], coupling=k2)
x_root = brentq(lambda x: x - k2*np.tan(x), 1.4, np.pi/2 - 1e-9)
assert abs(r0_p - 2 * x_root / np.pi) < 1e-8
r_p, _ = plate_mode([QUARTZ, film], coupling=k2)
bias_piezo = load_from_shift(1 - r_p / r0_p, Z) / r0_p / M - 1

# electrodes on both faces, taken as iron
h_el = 0.3e-6
electrode = (rho_f * h_el / areal_q, Z, rho_f / rho_q)
r0_e, _ = plate_mode([electrode, QUARTZ, electrode])
r_e, _ = plate_mode([electrode, QUARTZ, electrode, film])
bias_el = load_from_shift(1 - r_e / r0_e, Z) / r0_e / M - 1

# film loss: complex shear modulus mu_f (1 + i*loss)
loss = 0.01
Zc = Z / mp.sqrt(1 + 1j * loss)
r_c = complex(mp.findroot(
    lambda r: Zc*mp.tan(mp.pi*r) + mp.tan(mp.pi*r*M*Zc),
    mp.mpc(r_back, 1e-6)))
pair = [plate_mode([QUARTZ, (M, Z / np.sqrt(1 + e), film[2])])[0]
        for e in (0.01, -0.01)]
assert abs(r_c.imag / (loss * (pair[0] - pair[1]) / 0.02) - 1) < 5e-3

# film stress and temperature: rough coefficients, magnitudes only
stress, stress_coef = 3.0e8, 3.0e-11
shift_stress = stress_coef * stress * h_f / h_q
offset, cubic_temp = 100.0, 1.0e-10
shift_temp = cubic_temp * offset**3
drift = 3 * cubic_temp * offset**2 * f_now

# ---------- output ----------
print("INPUTS (material values rough)")
print(f"quartz density {rho_q:.0f} kg/m3, shear modulus {mu_q/1e9:.2f} GPa")
print(f"iron density {rho_f:.0f} kg/m3, shear modulus {mu_f/1e9:.1f} GPa")
print(f"bare frequency {f_q/1e6:.3f} MHz, loaded {f_now/1e6:.3f} MHz")
print(f"relative shift d = {d:.4f}")
print(f"quartz impedance {z_q/1e6:.3f}e6 kg/(m2 s)")
print(f"iron impedance {z_f/1e6:.3f}e6 kg/(m2 s)")
print(f"impedance ratio Z = {Z:.4f}")
print(f"quartz thickness {h_q*1e6:.2f} um")
print(f"quartz areal mass {areal_q*100:.3f} mg/cm2")
print("RESULTS")
print(f"film phase {np.pi*(1-d)*M*Z:.5f} rad")
print(f"load M: tangent law {M:.5f}, linear law {d:.5f}")
for name, value in (("linear law", d), ("period law", d / (1 - d)),
                    ("tangent law", M),
                    ("point-mass limit", np.tan(np.pi*d)/np.pi/(1-d))):
    print(f"{name}: {value*areal_q*100:.4f} mg/cm2, "
          f"iron thickness {value*areal_q/rho_f*1e6:.3f} um")
series = d + d**2 + (1 + np.pi**2 * (1 - Z*Z) / 3) * d**3
print(f"load M from series through d^3: {series:.5f}")
print(f"linear law error in mass {100*(d/M-1):.2f} %")
print(f"period law error in mass {100*(d/(1-d)/M-1):.2f} %")
print(f"finite-element frequency for this film {r_back*f_q/1e6:.6f} MHz")
print(f"largest relative load error in test set {worst:.1e}")
print("TABLE for iron: shift %, M, errors % of linear, period law,")
print("  and of linear law for one added thin layer")
for t in (0.01, 0.02, 0.05, 0.10, 0.20):
    m_t = load_from_shift(t, Z)
    print(f"  {100*t:4.0f} {m_t:.5f} {100*(t/m_t-1):7.2f} "
          f"{100*(t/(1-t)/m_t-1):7.2f} {100*(1/load_slope(t,Z)-1):7.2f}")
print("ONE DEPOSITION CYCLE")
print(f"mass added {cycle_mass*1e8:.1f} ng/cm2")
print(f"slope dM/dd {S:.4f}; from mode energy {energy_slope:.4f}")
print(f"frequency drop: fresh {step_fresh:.3f} Hz, coated {step_now:.3f} Hz")
print(f"linear law reports {cycle_mass*1e8/S:.2f} ng/cm2")
print("NEGLECTED EFFECTS (relative to film mass)")
print(f"texture, 48 GPa: {100*texture[0]:.3f} %; "
      f"116 GPa: {100*texture[1]:.3f} %")
print(f"piezoelectric coupling k2 = {k2:.4f}: {100*bias_piezo:.3f} %")
print(f"bare frequency lowered by coupling {100*(1-r0_p):.3f} %")
print(f"two {h_el*1e6:.1f} um iron electrodes: {100*bias_el:.4f} %")
print(f"film loss tangent {loss:.2f}: frequency change "
      f"{(r_c.real-r_back)*f_q:.3f} Hz")
print(f"  half bandwidth from film loss {r_c.imag*f_q:.1f} Hz")
print(f"stress coefficient {stress_coef:.1e} 1/Pa, "
      f"stress {stress/1e9:.1f} GPa")
print(f"  stress: {shift_stress*f_q:.0f} Hz, "
      f"{100*shift_stress*S/M:.2f} % of mass")
print(f"temperature coefficient {cubic_temp:.1e} 1/K3, "
      f"offset {offset:.0f} K")
print(f"  temperature: {shift_temp*f_q:.0f} Hz, "
      f"{100*shift_temp*S/M:.2f} % of mass")
print(f"  drift at this offset {drift:.1f} Hz/K; "
      f"one cycle equals {step_now/drift:.3f} K")
print("success")
```

Running it gives:

```
INPUTS (material values rough)
quartz density 2648 kg/m3, shear modulus 29.47 GPa
iron density 7870 kg/m3, shear modulus 82.0 GPa
bare frequency 6.000 MHz, loaded 5.400 MHz
relative shift d = 0.1000
quartz impedance 8.834e6 kg/(m2 s)
iron impedance 25.404e6 kg/(m2 s)
impedance ratio Z = 0.3477
quartz thickness 278.00 um
quartz areal mass 73.615 mg/cm2
RESULTS
film phase 0.11251 rad
load M: tangent law 0.11443, linear law 0.10000
linear law: 7.3615 mg/cm2, iron thickness 9.354 um
period law: 8.1795 mg/cm2, iron thickness 10.393 um
tangent law: 8.4239 mg/cm2, iron thickness 10.704 um
point-mass limit: 8.4596 mg/cm2, iron thickness 10.749 um
load M from series through d^3: 0.11389
linear law error in mass -12.61 %
period law error in mass -2.90 %
finite-element frequency for this film 5.400000 MHz
largest relative load error in test set 1.3e-10
TABLE for iron: shift %, M, errors % of linear, period law,
  and of linear law for one added thin layer
     1 0.01010   -1.03   -0.03   -2.07
     2 0.02043   -2.11   -0.12   -4.29
     5 0.05302   -5.69   -0.72  -11.63
    10 0.11443  -12.61   -2.90  -25.38
    20 0.28316  -29.37  -11.71  -53.47
ONE DEPOSITION CYCLE
mass added 50.0 ng/cm2
slope dM/dd 1.3401; from mode energy 1.3401
frequency drop: fresh 4.075 Hz, coated 3.041 Hz
linear law reports 37.31 ng/cm2
NEGLECTED EFFECTS (relative to film mass)
texture, 48 GPa: -0.297 %; 116 GPa: 0.124 %
piezoelectric coupling k2 = 0.0077: 0.524 %
bare frequency lowered by coupling 0.313 %
two 0.3 um iron electrodes: -0.2604 %
film loss tangent 0.01: frequency change 0.216 Hz
  half bandwidth from film loss 21.6 Hz
stress coefficient 3.0e-11 1/Pa, stress 0.3 GPa
  stress: 2079 Hz, 0.41 % of mass
temperature coefficient 1.0e-10 1/K3, offset 100 K
  temperature: 600 Hz, 0.12 % of mass
  drift at this offset 16.2 Hz/K; one cycle equals 0.188 K
success
```
